# Why the divergent s-wave solution for hydrogen is discarded

An electron moves in the field of a proton, and the question is which energies it can have. The Schrödinger equation separates, the radial part is a second-order differential equation, and such an equation has two independent solutions at every energy. A discrete spectrum appears only after some of them are discarded. At large distance the reason is plain, since one solution grows exponentially. At the nucleus one solution is finite and the other diverges, and a reason must be given for dropping the divergent one.

The belief examined here is that the reason is the same at both ends: \(|\psi|^2\) is a probability density, its integral must be finite, and a wave function that blows up at the nucleus fails this requirement. The belief is right for every angular momentum except zero. For s waves the divergent solution can be normalised, and at almost every negative energy it can be normalised over all space. What disqualifies it is that it does not satisfy the Schrödinger equation at the single point \(r=0\).

## The radial equation and why the belief tempts

Atomic units are used in the algebra (\(\hbar=m_e=e^2/4\pi\epsilon_0=1\)). The nucleus is a fixed point charge \(Z\), relativity and spin are ignored, and
\[ H=-\tfrac12\nabla^2-\frac{Z}{r},\qquad E=-\tfrac12\kappa^2,\qquad \nu=\frac{Z}{\kappa},\qquad \kappa>0 . \]
Write \(\psi=R(r)Y_{lm}\) with \(R=u/r\). Then \(R'=u'/r-u/r^2\), so
\[ r^2R'=ru'-u,\qquad \frac{1}{r^2}\,(r^2R')'=\frac{ru''}{r^2}=\frac{u''}{r}. \tag{1} \]
The angular part of the Laplacian gives \(-l(l+1)R/r^2\). Multiplying \(H\psi=E\psi\) by \(-2r\) yields
\[ u''=\Big[\kappa^2-\frac{2Z}{r}+\frac{l(l+1)}{r^2}\Big]u,\qquad r>0. \tag{2} \]
The restriction to \(r>0\) is inherited from (1), which divides by \(r\). Equation (2) says nothing about the origin itself. With normalised \(Y_{lm}\) the norm is \(\int R^2r^2dr=\int u^2dr\).

For \(l\ge1\) the centrifugal term dominates at small \(r\). Setting \(u\sim r^{p}\) gives \(p(p-1)=l(l+1)\), so \(p=l+1\) or \(p=-l\). For the second root \(\int_\varepsilon r^{-2l}dr\) grows as \(\varepsilon^{1-2l}/(2l-1)\), which diverges. For \(l=1\) one more term follows from putting \(u=r^{-1}+c\) into (2): the \(r^{-2}\) terms give \(0=2c-2Z\), so \(u^2=r^{-2}+2Z/r+\dots\) and the norm outside \(\varepsilon\) is \(1/\varepsilon\) plus a logarithm and a constant. Integrating (2) numerically inward for \(Z=1\), \(l=1\), \(\nu=1/2\), the norm grows by the factor 9.987 when the cutoff is reduced from \(10^{-4}\) to \(10^{-5}\) bohr, and the factor approaches ten as the cutoff shrinks; the slower terms account for the departure from ten. Normalisability alone removes the irregular solution for p, d and higher waves, and it is natural to assume that the same sentence covers \(l=0\). The look of the function adds to the temptation: \(\psi\sim1/r\) is infinite at the nucleus, and \(|\psi|^2\sim1/r^2\) seems worse. But the volume element \(4\pi r^2dr\) cancels that divergence exactly.

## The two s-wave solutions near the nucleus

From here on \(l=0\), \(\psi=u(r)/r\), and (2) reads \(u''=q\,u\) with \(q=\kappa^2-2Z/r\). To find the regular solution put \(u=e^{-\kappa r}v\). Then \(u''=e^{-\kappa r}(v''-2\kappa v'+\kappa^2v)\), and the equation becomes \(v''-2\kappa v'+2Zv/r=0\). With \(v=\sum_k a_kr^{k+1}\) and \(a_0=1\), the coefficient of \(r^k\) is \((k+2)(k+1)a_{k+1}-2\kappa(k+1)a_k+2Za_k\), and it must vanish:
\[ a_{k+1}=\frac{2\kappa\,(k+1-\nu)}{(k+1)(k+2)}\,a_k . \tag{3} \]
The ratio tends to zero, so the series converges for all \(r\). The first coefficients are \(a_1=\kappa-Z\) and \(a_2=(2\kappa-Z)(\kappa-Z)/3\). Multiplying by \(e^{-\kappa r}=1-\kappa r+\kappa^2r^2/2-\dots\), the \(r^2\) coefficient is \(a_1-\kappa=-Z\) and the \(r^3\) coefficient is \(a_2-\kappa a_1+\kappa^2/2=(\kappa^2+2Z^2)/6\):
\[ u_{\rm reg}=rR_{\rm reg},\qquad R_{\rm reg}=1-Zr+\tfrac16(\kappa^2+2Z^2)r^2+\dots \tag{4} \]

A second solution is \(w=-u_{\rm reg}\int^r dr'/u_{\rm reg}^2\). Differentiating gives
\[ u_{\rm reg}w'-w\,u_{\rm reg}'=-1, \tag{5} \]
and the derivative of (5), \(u_{\rm reg}w''-w\,u_{\rm reg}''=0\), shows that \(w''=qw\). From (4), \(u_{\rm reg}^{-2}=r^{-2}[1+2Zr+O(r^2)]\), whose integral is \(-1/r+2Z\ln r-C+O(r)\) with \(C\) arbitrary. Hence \(w=(r-Zr^2+\dots)(1/r-2Z\ln r+C+\dots)\), and with \(b=C-Z\),
\[ w=1-2Zr\ln r+br+O(r^2\ln r),\qquad w'=-2Z\ln r-2Z+b+O(r\ln r). \tag{6} \]
The constant \(b\) is the freedom to add a multiple of \(u_{\rm reg}\), so "the irregular solution" is a family until a condition at infinity fixes \(b\). Subtracting, the logarithms and \(b\) cancel:
\[ rw'-w=-1-2Zr+O(r^2\ln r)\;\to\;-1 . \tag{7} \]
Since \(w\to1\), the norm of \(\psi=w/r\) inside a small radius \(\varepsilon\) is \(4\pi\int_0^\varepsilon w^2dr\approx4\pi\varepsilon\). It is finite at every energy.

## Normalisable over all space, at a continuum of energies

The simplest case is \(Z=0\). Then \(w=e^{-\kappa r}\) solves \(w''=\kappa^2w\), with \(b=-\kappa\) and \(\int w^2dr=1/2\kappa\). The function \(e^{-\kappa r}/r\) is normalisable for every \(\kappa\), so a rule resting on normalisability alone would give a free particle a bound state at each negative energy, with nothing present to bind it.

The same happens with the Coulomb field. Suppose \(\nu\) is not a positive integer. Then (3) never terminates. For \(k\) beyond some \(K\), \((k+1-\nu)/(k+2)>3/4\), so the \(a_k\) share one sign and \(|a_{k+1}/a_k|>(3\kappa/2)/(k+1)\), the ratio for the series of \(e^{3\kappa r/2}\). The sum therefore exceeds a constant times \(e^{3\kappa r/2}\) less a polynomial, and \(|u_{\rm reg}|\) grows at least as \(e^{\kappa r/2}\). Choose its sign positive at large \(r\) and define there \(u_{\rm dec}=u_{\rm reg}\int_r^\infty dr'/u_{\rm reg}^2\). It obeys (5), so it solves the equation and is independent of \(u_{\rm reg}\). For \(r\ge8Z/3\kappa^2\) one has \(q\ge\mu^2\) with \(\mu=\kappa/2\); then \(u_{\rm reg}''\ge\mu^2u_{\rm reg}\to\infty\), so \(u_{\rm reg}'\to\infty\), and l'Hôpital's rule applied to \(\int_r^\infty u_{\rm reg}^{-2}\big/u_{\rm reg}^{-1}\) gives \(\lim 1/u_{\rm reg}'=0\). So \(u_{\rm dec}\) is positive and tends to zero. The decay is exponential: \(D=u_{\rm dec}-u_{\rm dec}(r_1)e^{-\mu(r-r_1)}\) vanishes at \(r_1\) and at infinity and obeys \(D''\ge\mu^2D\), so a positive maximum, where \(D''\le0\), is impossible and \(D\le0\). Continued inward, \(u_{\rm dec}\) is a combination of \(u_{\rm reg}\) and \(w\) that contains \(w\), so \(u_{\rm dec}(0)\neq0\). From now on \(w\) means this solution scaled to \(w(0)=1\), and \(N=\int_0^\infty w^2dr\) is finite.

When \(\nu=n\) is a positive integer the roles change. The series stops, \(u_{\rm reg}\sim r^ne^{-\kappa r}\) decays, \(\int^ru_{\rm reg}^{-2}\) grows as \(e^{2\kappa r}r^{-2n}\), and every solution containing the irregular part grows as \(e^{\kappa r}r^{-n}\). At these isolated energies the irregular solution does fail to be normalisable, because of infinity and not because of the origin.

For \(\nu<1\), that is for energies below \(-Z^2/2\), \(w\) has a closed form. With \(x=2\kappa r\) the equation is \(4\kappa^2w_{xx}=(\kappa^2-4Z\kappa/x)w\), or \(w_{xx}=(\tfrac14-\nu/x)w\). Putting \(w=xF\) gives \(w_{xx}=xF''+2F'\) and
\[ xF''+2F'+(\nu-x/4)F=0 . \]
Try
\[ F=\int_{1/2}^\infty e^{-xp}g(p)\,dp,\qquad g=\Big(\frac{p+\frac12}{p-\frac12}\Big)^{\nu},\qquad \frac{g'}{g}=\frac{\nu}{p+\frac12}-\frac{\nu}{p-\frac12}=-\frac{\nu}{p^2-\frac14}. \]
Each \(x\) derivative brings down \(-p\), so the left side of the equation is the integral of \(e^{-xp}g\,[x(p^2-\frac14)-2p+\nu]\). This is a total derivative, because
\[ \frac{d}{dp}\Big[-(p^2-\tfrac14)\,g\,e^{-xp}\Big]=e^{-xp}\Big[-2pg-(p^2-\tfrac14)g'+x(p^2-\tfrac14)g\Big] \]
and \(-(p^2-\frac14)g'=\nu g\). The bracket vanishes at infinity through \(e^{-xp}\), and at \(p=\frac12\) because \((p^2-\frac14)g=(p+\frac12)^{1+\nu}(p-\frac12)^{1-\nu}\) with \(\nu<1\). Substituting \(s=x(p-\frac12)\), so that \((p+\frac12)/(p-\frac12)=1+x/s\) and \(x\,dp=ds\),
\[ w=e^{-x/2}\int_0^\infty e^{-s}\Big(1+\frac{x}{s}\Big)^{\nu}ds . \tag{8} \]
For \(0<\nu<1\) and \(0\le t\le1\) one has \(t\le t^\nu\). Applying this to \(1/(1+y)\) and \(y/(1+y)\), whose sum is one, gives \((1+y)^\nu\le1+y^\nu\). With \(\Gamma(1-\nu)=\int_0^\infty e^{-s}s^{-\nu}ds\),
\[ e^{-x/2}\le w\le e^{-x/2}\big[1+\Gamma(1-\nu)\,x^\nu\big]. \]
Both bounds tend to one at \(x=0\), so \(w(0)=1\), and the upper bound is square integrable. Since \(\nu\) may be as small as one likes, normalisability alone would allow energies with no lower bound, and an atom with no ground state to stop at.

## The Laplacian of 1/r

By (1) with \(u=1\), \(\nabla^2(1/r)=0\) for \(r>0\). What happens at the origin is seen by smoothing. For \(\phi_\varepsilon=(r^2+\varepsilon^2)^{-1/2}\),
\[ r^2\phi_\varepsilon'=-\frac{r^3}{(r^2+\varepsilon^2)^{3/2}},\qquad (r^2\phi_\varepsilon')'=\frac{-3r^2(r^2+\varepsilon^2)+3r^4}{(r^2+\varepsilon^2)^{5/2}},\qquad \nabla^2\phi_\varepsilon=-\frac{3\varepsilon^2}{(r^2+\varepsilon^2)^{5/2}} . \]
The integral over a ball of radius \(a\) is \(4\pi a^2\phi_\varepsilon'(a)=-4\pi a^3(a^2+\varepsilon^2)^{-3/2}\). Over all space it is \(-4\pi=-12.566\) whatever \(\varepsilon\) is, and as \(\varepsilon\to0\) the whole amount lies within any fixed ball. A function of one sign and fixed integral that collapses on a point is a delta function, so \(\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)\). This is the statement from electrostatics that the potential \(1/r\) needs a point charge.

## What the irregular solution actually solves

An equation at a singular point needs a definition that does not differentiate the singular function. Let \(f\) be any real smooth function that decays rapidly. It is a legitimate state and \(Hf\) is square integrable, because \(f^2/r^2\) is integrable against \(r^2dr\). If \(\psi\) is an eigenstate of the Hermitian operator \(H\), then \(\langle\psi|Hf\rangle=\langle H\psi|f\rangle=E\langle\psi|f\rangle\), that is
\[ \int\psi\,(H-E)f\,d^3r=0\quad\text{for all such } f. \tag{9} \]
That every smooth \(f\), including those with \(f(0)\neq0\), belongs to the domain of \(H\) is what is meant by saying that the Coulomb potential is the only interaction.

Take \(\psi=w/r\) and apply Green's second identity to the region \(r>\varepsilon\). The surface at infinity contributes nothing. On the small sphere the outward normal of the region is \(-\hat{\mathbf r}\), so
\[ \int_{r>\varepsilon}(\psi\nabla^2f-f\nabla^2\psi)\,d^3r=-\oint\psi\,\partial_rf\;\varepsilon^2d\Omega+\oint f\,\partial_r\psi\;\varepsilon^2d\Omega . \]
In the first surface term \(\varepsilon^2\psi=\varepsilon w\to0\) and \(\partial_rf\) is bounded, so it vanishes. In the second, (1) and (7) give \(\varepsilon^2\partial_r\psi=\varepsilon w'-w\to-1\), so it tends to \(-4\pi f(0)\). Multiply by \(-\frac12\) and add \(-(Z/r+E)\psi f\), which appears alike in both orderings:
\[ \int_{r>\varepsilon}\psi(H-E)f\,d^3r=\int_{r>\varepsilon}f\,(H-E)\psi\,d^3r+2\pi f(0)+o(1). \]
The integral on the right is zero, since \(w\) solves (2) for \(r>0\). On the left the most singular piece is \(Z\psi f/r\sim1/r^2\), which is integrable, so the omitted ball contributes \(O(\varepsilon)\). Therefore
\[ \int\frac{w}{r}\,(H-E)f\,d^3r=2\pi f(0),\qquad\text{that is}\qquad (H-E)\psi=2\pi A\,\delta^3(\mathbf r)\quad\text{for }\psi=\frac{Aw}{r}. \tag{10} \]
Condition (9) fails whenever \(f(0)\ne0\). The source comes only from the leading \(1/r\). The logarithm in \(\psi=1/r-2Z\ln r+b+\dots\) carries the flux \(-2Zr\) in (7), which vanishes; its role is to balance the potential, since \(-\frac12\nabla^2(-2Z\ln r)=Z/r^2\) cancels \(-(Z/r)(1/r)\). For \(Z=0\), \(E=0\), \(w=1\) the result (10) reduces to \(\nabla^2(1/r)=-4\pi\delta^3\). For a regular solution \(ru'-u\to0\), and no source appears.

Equation (10) also says what the function is. The combination \(G=w/(2\pi r)\) obeys \((H-E)G=\delta^3(\mathbf r)\), so it is the Green function for a unit point source at the nucleus: the steady response of the atom when driven at that point at the frequency \(E\). A driven system responds at any frequency away from resonance, which is why \(w\) exists for a continuum of energies.

This reading can be confirmed from the other side, with no singular function put in. Let \(s(r)\) be a smooth spherical source of unit integral concentrated near the origin, and let \(\varphi=u/r\) be the bounded, decaying solution of \((H-E)\varphi=s\). Then \(u(0)=0\) and \(u''=qu-2rs\), so \((u_{\rm reg}u'-uu_{\rm reg}')'=-2rs\,u_{\rm reg}\). Integrate from the origin, where the bracket vanishes, to a radius outside the source, where \(u=Cw\) and the bracket is \(-C\) by (5). Then \(C=2\int r^2sR_{\rm reg}\,dr=\frac{1}{2\pi}\int sR_{\rm reg}\,d^3r\), and by (4)
\[ \frac{\varphi}{G}=\int sR_{\rm reg}\,d^3r=1-Z\langle r\rangle+\tfrac16(\kappa^2+2Z^2)\langle r^2\rangle+\dots \tag{11} \]
As the source shrinks, \(\varphi\to G\). For a Gaussian \(s=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}\), the integral \(\int_0^\infty r^3e^{-r^2/2\sigma^2}dr=2\sigma^4\) gives \(\langle r\rangle=8\pi\sigma^4/(2\pi\sigma^2)^{3/2}=2\sigma\sqrt{2/\pi}\), and \(\langle r^2\rangle=3\sigma^2\), one \(\sigma^2\) for each Cartesian axis.

## The spectrum and its lower bound

An s-wave eigenstate must have \(A=0\), so \(u(0)=0\) and \(u\propto u_{\rm reg}\). It must also be normalisable at infinity, which was shown to fail unless (3) terminates. Hence \(\nu=n\), \(\kappa=Z/n\) and \(E_n=-Z^2/2n^2\). Both conditions are needed, and only one of them is normalisability.

That nothing lies below \(E_1\), for any angular dependence, follows from a square. For real smooth \(f\),
\[ 0\le\int|\nabla f+Z\hat{\mathbf r}f|^2d^3r=\int|\nabla f|^2d^3r+Z^2\int f^2d^3r+Z\int\hat{\mathbf r}\cdot\nabla(f^2)\,d^3r . \]
Integrating the last term by parts with \(\nabla\cdot\hat{\mathbf r}=2/r\) gives \(-2Z\int f^2/r\,d^3r\); the surface term \(-Z\oint f^2\varepsilon^2d\Omega\) vanishes for bounded \(f\). Dividing by two,
\[ \tfrac12\int|\nabla f|^2d^3r-Z\int\frac{f^2}{r}\,d^3r\;\ge\;-\frac{Z^2}{2}\int f^2d^3r . \tag{12} \]
Real and imaginary parts obey it separately, so it holds for complex states too.

The irregular function does not contradict (12), because its mean energy is not \(E\). For the normalised state \(A=1/\sqrt{4\pi N}\) and \(\partial_r\psi=A(w'-w/r)/r\). The kinetic energy outside radius \(\varepsilon\) is \(T(\varepsilon)=\frac12\int|\nabla\psi|^2d^3r=\frac{1}{2N}\int_\varepsilon^\infty(w'-w/r)^2dr\). By (7), \((w'-w/r)^2=1/r^2+4Z/r+O(\ln r)\), so
\[ T(\varepsilon)=\frac{1}{2N}\Big[\frac1\varepsilon+4Z\ln\frac1\varepsilon+\text{const}+o(1)\Big]. \tag{13} \]
The potential energy \(-(Z/N)\int_\varepsilon w^2dr/r\) diverges only as a logarithm, so the sum tends to \(+\infty\).

A second symptom is the loss of orthogonality. Let \(u_n\) be a normalised bound state, \(\int u_n^2dr=1\), with \(\kappa_n=Z/n\). Then \((wu_n'-u_nw')'=wu_n''-u_nw''=(\kappa_n^2-\kappa^2)wu_n\). The bracket vanishes at infinity and tends to \(u_n'(0)\) at the origin, since \(u_nw'\sim r\ln r\to0\). With \(\kappa_n^2-\kappa^2=-2(E_n-E)\),
\[ \int_0^\infty wu_n\,dr=\frac{u_n'(0)}{2(E_n-E)}\neq0 . \tag{14} \]
For two irregular solutions the same steps give \((w_1w_2'-w_2w_1')'=2(E_1-E_2)w_1w_2\). By (6) the bracket tends to \(b_2-b_1\) at the origin, the logarithms cancelling and the cross terms being \(O(r\ln^2r)\). So
\[ \int_0^\infty w_1w_2\,dr=\frac{b_1-b_2}{2(E_1-E_2)} . \tag{15} \]
Eigenstates of a Hermitian operator at different energies are orthogonal. These functions in general are not; for \(\nu<1\) both are positive by (8), so no two of them are.

## Hydrogen at four times the ground-state energy

Take \(Z=1\) in the model stated at the outset, with 1 hartree \(=27.2114\) eV and 1 bohr \(=a_0=0.529177\) Å. The digits below belong to this model. A moving nucleus would change energies and lengths by about 0.05% through the reduced mass, which moves \(E_1\) from \(-13.606\) to \(-13.598\) eV. Relativity would do more to the irregular solution: in the Dirac equation with a point nucleus and \(Z=1\) its small component grows nearly as \(1/r^2\) and its norm diverges (the power is \(r^{-1-\gamma}\) with \(\gamma=\sqrt{1-Z^2\alpha^2}\) and \(\alpha\approx1/137\), and the norm diverges as long as \(\gamma\ge\frac12\), that is for \(Z\le118\)), so the finite norm found here is a property of the Schrödinger equation. Choose \(\nu=1/2\), so \(\kappa=2\) and \(E=-2\) hartree \(=-54.42\) eV, four times \(E_1=-13.606\) eV. The decay length is \(1/\kappa=a_0/2=0.2646\) Å.

The function \(w\) was obtained by Runge–Kutta integration of (2) inward from large \(r\), in the variable \(\ln r\), scaled to \(w(0)=1\), and also by a trapezoidal sum of (8) in the variable \(\ln s\). Both give \(w=1.323578\), \(0.552483\) and \(0.114800\) at 0.1, 0.5 and 1.0 Å. The first value exceeds \(w(0)\): by (6) the slope \(w'\) is positive and logarithmically large near the origin, so \(w\) rises before it decays. Inward integration over a range of \(\nu\) that ends between 2 and 3 finds \(u(0)\) passing through zero at \(\nu=1.000000\) and \(2.000000\).

Simpson quadrature in \(\ln r\) gives the norm integral \(N=0.59101\) Å \(=1.11685\) bohr. It is finite, and this number by itself refutes the belief. The amplitude is \(A=1/\sqrt{4\pi\times0.59101\ \text{Å}}=0.36694\) Å\(^{-1/2}\). The normalised state looks like a compact orbital: its mean radius \(\int rw^2dr/N\) is 0.228 Å, and the probability within 0.1 Å of the nucleus is 0.271, against 0.0068 for the 1s state.

The source strength in atomic units is \(2\pi A=\sqrt{\pi/N}=\sqrt{\pi/1.11685}=1.677\). Restoring units, the factor \(\hbar^2/m_e\) is one hartree times \(a_0^2\), so the strength is \(2\pi\times0.36694\times27.2114\times0.529177^2=17.57\) eV Å\(^{3/2}\). An eigenstate needs zero.

Equation (10) can be evaluated without any treatment of the singular point. Take \(f=e^{-\rho^2/2s_f^2}\) with \(\rho=|\mathbf r-\mathbf d|\) and \(s_f=0.50\) Å, for which \(\nabla^2f=(\rho^2/s_f^4-3/s_f^2)f\). The integral \(\int G(H-E)f\,d^3r\), by Gauss–Legendre quadrature in the polar angle and Simpson quadrature in \(\ln r\), is \(1.000000\), \(0.835270\) and \(0.486752\) for \(d=0\), 0.3 and 0.6 Å. The values of \(f(0)=e^{-d^2/2s_f^2}\) are \(e^0=1\), \(e^{-0.18}=0.835270\) and \(e^{-0.72}=0.486752\). The integral picks out \(f\) at the nucleus, wherever the peak of \(f\) lies.

For the smooth source, \(u''=qu-2rs\) was solved by finite differences on a uniform grid with \(u(0)=0\), and \(\varphi/G\) read at 1 Å. For \(\sigma=0.010\) Å the ratio is 0.97089, while the first-order value in (11) is \(1-2(0.010/0.529177)\sqrt{2/\pi}=0.96984\). For \(\sigma=0.005\) Å the two are 0.98519 and 0.98492. The differences, 0.00105 and 0.00027, are the second-order term to about 2%, the next order in \(\sigma\) supplying the remaining \(-0.00002\) in the first case: here \((\kappa^2+2Z^2)/6=1\), so that term is \(3(\sigma/a_0)^2\), which is 0.00107 and 0.00027.

For the overlaps, \(u_1=2re^{-r}\) has \(u_1'(0)=2\) and \(E_1-E=\frac32\), so (14) gives \(2/3\), and dividing by \(\sqrt N\) gives \((2/3)/\sqrt{1.11685}=0.6308\). For \(u_2=2^{-1/2}r(1-r/2)e^{-r/2}\), \(u_2'(0)=2^{-1/2}\) and \(E_2-E=\frac{15}{8}\), so the normalised overlap is \([4/(15\sqrt2)]/\sqrt{1.11685}=0.1784\). The squares are 0.398 and 0.032. An energy measurement on the supposed state at \(-54.42\) eV would return \(-13.606\) eV with probability 0.398 and \(E_2=-3.401\) eV with probability 0.032, and by (12) it could never return \(-54.42\) eV. Diagonalising \(H\) in 24 smooth functions \(e^{-ar^2}\) with exponents in geometric progression, each finite at the origin and so with \(u(0)=0\) built in, gives \(-13.6057\) and \(-3.4014\) eV as the two lowest levels. Such values are variational upper bounds, so it is (12) and not this calculation that excludes anything lower.

The kinetic energy \(T(\varepsilon)\) by quadrature is 835.5, 6753 and 64885 eV for cutoffs of 0.01, 0.001 and 0.0001 Å. The leading term \(1/2N\varepsilon\) is \(27.2114\times0.529177/(2\times1.11685\times0.01)=644.65\) eV for the first, then 6446.5 and 64465 eV. The excess relative to the leading term is 30%, 4.8% and 0.65%. In absolute terms it is about 191, 307 and 420 eV, rising by 116 and then 113 eV per decade, and the logarithm in (13) predicts \(4\ln10\times27.2114/(2\times1.11685)=112\) eV per decade as \(\varepsilon\to0\).

## Where the irregular solution is allowed

The verdict is relative to the operator \(H\) defined through (9). It changes in two situations.

If the point-charge potential holds only outside some radius, as for a nucleus of finite size, the exterior solution is a general combination of \(u_{\rm reg}\) and the irregular solution, matched to a bounded interior function. No delta arises, because the \(1/r\) form never reaches the origin.

The second case keeps the point but changes the rules there. By (15), solutions sharing one value of \(b\) are orthogonal, because the boundary term at the origin vanishes between them. One may therefore fix \(b\) once and admit only functions of the form (6) with that \(b\). Smooth functions with \(f(0)\ne0\) have \(u(0)=0\) and \(u'(0)\neq0\), so they are no longer admitted, and the test (9) no longer applies with them. This defines a different operator, the Coulomb potential plus a contact interaction whose strength is set by \(b\). Letting \(E_2\to E_1\) in (15) gives \(db/dE=2N>0\), so \(b\) rises monotonically between neighbouring Bohr energies, and a fixed \(b\) selects at most one level in each interval: the negative spectrum is again discrete. For the \(b\) of the example, a root search on the difference of \(w'\) between the two solutions at very small \(r\), which tends to the difference of their \(b\) by (6), finds the partner that lies between the first two Bohr energies at \(\nu=1.52385\), \(E=-5.859\) eV, and quadrature gives an overlap with the \(-54.42\) eV function that vanishes to six decimals in Å. At fixed energy the ordinary boundary condition returns as \(|b|\to\infty\), where \(u(0)\to0\) with \(u(0)\,b\) held fixed and \(u\) becomes proportional to \(r\). The two signs differ. As \(b\to+\infty\) the levels rise to the Bohr energies from below and the ordinary atom is recovered. As \(b\to-\infty\) one extra level remains below \(E_1\) and sinks without limit, with the ratio \(-\kappa/b\) approaching only slowly the value of one that it has in the free case, and only the remaining levels approach the Bohr energies, from above. For the finite \(b\) of the example the state at \(-54.42\) eV is bound by the Coulomb attraction and the added contact force together, and the Hamiltonian \(-\frac12\nabla^2-Z/r\) does not contain the second.
